# The time delay of a terahertz pulse in a silicon wafer

## Problem

A short terahertz pulse travels through air to a detector. A flat silicon wafer, 500 µm thick and with refractive index 3.42, is then placed in the beam at normal incidence.

1. How much later does the directly transmitted pulse arrive?
2. How large is its field compared with that of the pulse in air?
3. When does the first internal echo arrive, and could it be mistaken for the direct pulse?

Treat the pulse as a plane wave and air as having index 1. Take the wafer to be nonmagnetic and lossless, with an index that does not depend on frequency. Times are given in picoseconds (ps) or femtoseconds (fs).

## Hints

**Hint 1.** The source and detector stay where they are. What did the pulse travel through before the wafer occupied that space?

**Hint 2.** Show from Maxwell's equations that a pulse of any shape moves through the wafer at speed $c/n$.

**Hint 3.** At each face, the tangential electric and magnetic fields are continuous. Are the resulting transmission factors real or complex, and what does that imply for the timing?

**Hint 4.** The first echo crosses the wafer two more times than the direct pulse.

## Full solution

### Propagation inside the wafer

Let the wave travel along $z$, with transverse fields $E(z,t)$ and $H(z,t)$. In a uniform medium of index $n$, Maxwell's equations reduce to

$$
\frac{\partial E}{\partial z}=-\mu_0\frac{\partial H}{\partial t},
\qquad
\frac{\partial H}{\partial z}=-\varepsilon_0 n^2\frac{\partial E}{\partial t}.
$$

Differentiate the first equation with respect to $z$, exchange the order of the derivatives of $H$, and insert the second:

$$
\frac{\partial^2E}{\partial z^2}
=-\mu_0\frac{\partial}{\partial t}\frac{\partial H}{\partial z}
=\mu_0\varepsilon_0n^2\frac{\partial^2E}{\partial t^2}
=\frac{n^2}{c^2}\frac{\partial^2E}{\partial t^2},
$$

because $\mu_0\varepsilon_0=1/c^2$. A forward-moving solution is

$$
E(z,t)=g\!\left(t-\frac{nz}{c}\right)
$$

for any smooth pulse shape $g$. Two $z$ derivatives produce the factor $(-n/c)^2=n^2/c^2$, as required. The field at depth $z$ repeats the field at $z=0$ after a time $nz/c$, so the shape is preserved and the speed is $c/n$.

### What happens at the faces

For the forward wave, $\partial E/\partial z=-(n/c)g'$. The first Maxwell equation then gives $H=nE/(\mu_0c)$. For a backward wave the sign of $H$ is reversed.

At the front face, let the incident, reflected and transmitted electric fields be in the ratio $1:r:t_1$. Continuity of $E$ and $H$ requires

$$
1+r=t_1,\qquad 1-r=nt_1.
$$

Adding these equations gives $2=(1+n)t_1$, hence $t_1=2/(n+1)$.

At the back face the wave arrives from inside the wafer. With internal reflection factor $r'$ and transmission factor $t_2$,

$$
1+r'=t_2,\qquad n(1-r')=t_2.
$$

Substituting $r'=t_2-1$ into the second equation gives $n(2-t_2)=t_2$. Therefore

$$
t_2=\frac{2n}{n+1},\qquad r'=\frac{n-1}{n+1}.
$$

All these factors are real and independent of frequency. They change the height of the pulse, and the positive product $t_1t_2$ adds neither a time shift nor a change of sign.

### Comparison with air

Put the wafer between $z=0$ and $z=d$, and let the pulse in air be $g(t-z/c)$. Behind the wafer, the direct pulse has spent $nd/c$ in silicon and $(z-d)/c$ in the air beyond it:

$$
E_{\rm direct}
=t_1t_2\,g\!\left(t-\frac{nd}{c}-\frac{z-d}{c}\right)
=t_1t_2\,g\!\left(t-\frac zc-\frac{(n-1)d}{c}\right).
$$

Comparison with $g(t-z/c)$ gives the additional delay

$$
\boxed{\Delta t=\frac{(n-1)d}{c}}.
$$

The subtraction of 1 accounts for the air that the wafer displaces. If $n=1$, the delay vanishes, as it must.

### Numbers

With $c=299.792$ µm/ps, the crossing times are

$$
\frac{nd}{c}=\frac{3.42\times500}{299.792}\ \text{ps}=5.704\ \text{ps},
\qquad
\frac dc=\frac{500}{299.792}\ \text{ps}=1.668\ \text{ps}.
$$

Their difference is

$$
\Delta t=(5.704-1.668)\ \text{ps}=4.036\ \text{ps}\approx4.0\ \text{ps}.
$$

The extra optical path is $(n-1)d=2.42\times500$ µm $=1210$ µm. If a delay stage sends light out and back along its direction of motion, its path changes by twice its displacement. Such a stage must move 605 µm to compensate for the wafer.

The direct pulse has relative field height

$$
t_1t_2=\frac{4n}{(n+1)^2}
=\frac{4\times3.42}{4.42^2}=0.700.
$$

The missing 30% of the field height is due to reflection, since the wafer is lossless in this model.

### The echo, and when there is no separate direct pulse

The first echo reflects once from each face internally and makes one additional round trip. Relative to the direct pulse, its delay and height are

$$
\frac{2nd}{c}=11.41\ \text{ps},\qquad
\rho=r'^2=\left(\frac{2.42}{4.42}\right)^2=0.300.
$$

It therefore arrives about 15.4 ps after the pulse in air would have arrived. A pulse lasting about a picosecond leaves the two arrivals well separated, and the earlier and larger one is the direct pulse.

The situation changes if the field itself, and not merely the envelope of an oscillating pulse, varies slowly over many round-trip times. The echoes then overlap. Echo number $m$ has weight $t_1t_2\rho^m$ and delay $\Delta t+2mnd/c$. Since

$$
1-\rho=\frac{(n+1)^2-(n-1)^2}{(n+1)^2}
=\frac{4n}{(n+1)^2}=t_1t_2,
$$

the weights add to $t_1t_2/(1-\rho)=1$. To first order in the time shifts, the sum of the overlapping pulses is one pulse shifted by the weighted mean delay. Using $\sum_m m\rho^m=\rho/(1-\rho)^2$, this mean is

$$
\begin{aligned}
\overline{\Delta t}
&=\Delta t+\frac{2nd}{c}\frac{\rho}{1-\rho}\\
&=\frac dc\left[(n-1)+2n\frac{(n-1)^2}{4n}\right]\\
&=\frac{(n^2-1)d}{2c}.
\end{aligned}
$$

This exceeds the direct delay by the factor $(n+1)/2=2.21$. The limit, 8.92 ps, is approached slowly: Gaussian pulses $\exp[-t^2/(2\sigma^2)]$ with $\sigma=30$ ps and $100$ ps peak 8.2 ps and 8.8 ps late. For a long oscillating pulse the echoes interfere instead, and the envelope delay depends on the carrier frequency. It equals 8.92 ps at a transmission maximum of the wafer and $(n^2-1)d/[(n^2+1)c]=1.41$ ps at a transmission minimum. The answer of 4.0 ps thus belongs to a resolved first pulse, and not to every signal sent through the same wafer.

### Reading the result backwards

If the delay is measured, the index follows from $n=1+c\Delta t/d$. A delay rounded to 4.0 ps gives $n=3.398$, not 3.42. Rounding to one decimal place allows an error of up to 0.05 ps, which corresponds to

$$
\delta n=\frac{c\,\delta t}{d}
=\frac{299.792\times0.05}{500}=0.030.
$$

The two index values are therefore consistent within the rounding.

### The model and a real wafer

An index near 3.4 and a thickness of 500 µm are typical of a silicon wafer at terahertz frequencies. The estimates here use rough typical inputs and change one condition at a time. A thickness error of 10 µm changes the delay by 81 fs, or 2%. Warming by 10 K, with $dn/dT\approx2\times10^{-4}$ K$^{-1}$ and thermal expansion neglected, adds 3.3 fs. Giving air its index excess of $2.7\times10^{-4}$ removes 0.45 fs. Free carriers can break the assumption of a lossless wafer. Their effect can be estimated with the Drude permittivity, written for time dependence $e^{+i\omega t}$,

$$
\varepsilon(\omega)=n^2-\frac{Ne^2/(\varepsilon_0m)}{\omega^2-i\gamma\omega},
\qquad \gamma=\frac{e}{\mu m},
$$

where $N$ is the carrier density, $m=0.26$ electron masses and $\mu=1400$ cm²/Vs. The incident pulse is taken as $g(t)=-(t/\tau)\exp[(1-t^2/\tau^2)/2]$ with $\tau=0.20$ ps, whose spectrum peaks at 0.80 THz. Each frequency component is multiplied by the direct transmission factor with index $\sqrt{\varepsilon}$, and the positive peak is located after a numerical Fourier transform. For $N=10^{12}$ cm$^{-3}$, the resistivity $1/(Ne\mu)$ is about 4500 Ω cm. The peak then moves by only 0.03 fs and keeps more than 99.9% of its lossless height. For $N=10^{15}$ cm$^{-3}$, or 4.5 Ω cm, it arrives 25 fs earlier and has 70% of its lossless height. These two numbers depend on the pulse chosen: for $\tau=0.15$ ps and $0.30$ ps the peak arrives 17 fs and 41 fs earlier, with 0.745 and 0.650 of the lossless height. For $\tau=0.20$ ps the negative trough that follows the peak is shifted and reduced by different amounts: it arrives 42 fs earlier and keeps 86% of its lossless depth. Carriers at the higher density therefore also change the pulse shape, and no single delay or height factor describes the whole pulse. The simple treatment is therefore suited to a high-resistivity wafer, for which thickness is the largest of the uncertainties estimated in this paragraph.

## Variation 1: a tilted wafer

*The wafer is turned so that the angle of incidence is $\theta=10^\circ$. How much does the delay change?*

Let $\theta'$ be the angle inside the wafer, with $\sin\theta=n\sin\theta'$. The refracted ray covers a length $d/\cos\theta'$ and moves sideways by $d\tan\theta'$. Without the wafer, the wavefront reaching the same exit point would have advanced through air by the projection of this displacement on the incident direction:

$$
d\tan\theta'\sin\theta+d\cos\theta.
$$

Subtract this from the optical path in the wafer, and replace $\sin\theta$ by $n\sin\theta'$ in the sideways term:

$$
\begin{aligned}
c\,\Delta t(\theta)
&=\frac{nd}{\cos\theta'}-\frac{nd\sin^2\theta'}{\cos\theta'}-d\cos\theta\\
&=nd\cos\theta'-d\cos\theta\\
&=d\left(\sqrt{n^2-\sin^2\theta}-\cos\theta\right).
\end{aligned}
$$

At $\theta=0$ this returns to $(n-1)d$. At $10^\circ$ the delay is 18 fs longer than at normal incidence, an increase of about 0.4%. For small angles in radians, $\sqrt{n^2-\sin^2\theta}\approx n-\theta^2/(2n)$ and $\cos\theta\approx1-\theta^2/2$, so

$$
\Delta t(\theta)-\Delta t(0)\approx\frac{d}{c}\frac{\theta^2}{2}\left(1-\frac1n\right).
$$

The change is quadratic, which makes a small alignment error much less serious than a proportional dependence on angle would.

## Variation 2: an index that depends on frequency

*Replace silicon by a model material with $n(f)=3.42+0.02(f/\text{THz})^2$, again 500 µm thick. A pulse with many oscillations has carrier frequency $f_0=1$ THz. What is the delay of its envelope?*

Write each frequency component as $e^{2\pi ift}$. Relative to air, the wafer multiplies it by $e^{-i\phi(f)}$, where

$$
\phi(f)=\frac{2\pi f[n(f)-1]d}{c}.
$$

The small frequency dependence of the face transmission is neglected. For a narrow spectrum, expand $\phi(f)\approx\phi(f_0)+\phi'(f_0)(f-f_0)$. The constant term changes the carrier phase. The linear term replaces $t$ by $t-\phi'(f_0)/(2\pi)$ in the envelope, which is therefore delayed by

$$
\Delta t_g=\frac{\phi'(f_0)}{2\pi}
=\frac{(n_g-1)d}{c},
\qquad
n_g=n(f_0)+f_0\left.\frac{dn}{df}\right|_{f_0}.
$$

Here $n(f_0)=3.440$ and $f_0\,dn/df=2\times0.02=0.040$, so the group index is $n_g=3.480$. The envelope delay is

$$
\Delta t_g=\frac{2.480\times500}{299.792}\ \text{ps}=4.136\ \text{ps}.
$$

Using the phase index 3.440 instead would give 4.069 ps, which is 67 fs too short. The dispersion was chosen large enough to make this difference visible. For a rough value $f\,dn/df=10^{-3}$, the corresponding correction for the same thickness is only 1.7 fs. With dispersion that weak, one index serves for both purposes at the precision of the original problem.

Numbers in the example were calculated in double precision.
